# Why a tetrahedral central cell shifts a Γ8 acceptor quartet rigidly

A short-range model impurity in germanium, called B below, shifts four acceptor ground states by $-0.213$ meV in first order, in the four-band model and envelope basis used below. Its matrix within those states differs from a multiple of the identity by less than $10^{-13}$ meV. The same attractive wells acting on the four valley states of a donor pull one state away from the other three, by $0.356$ meV in first order with simple model Bloch functions (the number changes by a factor of two or more with that choice). Both sets have four members and both impurities sit on a tetrahedral site, so neither the count of states nor the symmetry of the site accounts for the difference. What matters is how the symmetry operations mix the states.

## The quartet and the potential

A substitutional acceptor in a diamond or zinc-blende crystal has the site group $T_d$. The hole carries half-integer spin, so a rotation by $2\pi$ changes the sign of its state, and the 24 operations of $T_d$ become the 48 elements of its double group. Hole energies are counted so that a bound state is negative and an attractive potential lowers it.

Let $H_0$ contain the band kinetic energy and the screened Coulomb attraction, and let its ground level $E_0$ be an isolated quartet $|m\rangle$, $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$, of type $\Gamma_8$. This means that the quartet can be chosen to transform as a spin $\tfrac32$. A rotation by $\theta$ about $\mathbf n$ is represented by

$$D=e^{-i\theta\,\mathbf n\cdot\boldsymbol{\mathcal J}},$$

where $\boldsymbol{\mathcal J}$ are the $4\times4$ spin-$\tfrac32$ matrices acting on the label $m$. An improper operation is inversion times a rotation, and is represented by the matrix of that rotation up to a sign. The sign cancels in every expression $DXD^{-1}$.

The central-cell potential $V$ is the difference between the true impurity potential and the Coulomb term in $H_0$. It may contain spin-orbit coupling, but it must have the full symmetry $T_d$. The claim is

$$W_{mm'}\equiv\langle m|V|m'\rangle=c\,\delta_{mm'},\qquad c=\tfrac14\sum_m\langle m|V|m\rangle .$$

First-order degenerate perturbation theory gives the energies as $E_0$ plus the eigenvalues of $W$. If $W=c\,\mathbb 1$, all four energies are $E_0+c$. The number $c$ differs between impurity species; this is the chemical shift.

## First derivation: Schur's lemma

**Invariance.** Let $T(g)$ be the unitary operator of element $g$, with $T(g)|m'\rangle=\sum_n|n\rangle D_{nm'}(g)$. Since $VT(g)=T(g)V$, the two orders have equal matrix elements. One order gives

$$\langle m|VT(g)|m'\rangle=\sum_n W_{mn}D_{nm'}(g).$$

For the other, unitarity gives $T(g)^\dagger|m\rangle=\sum_n|n\rangle D_{mn}(g)^*$, hence $\langle m|T(g)=\sum_n D_{mn}(g)\langle n|$ and

$$\langle m|T(g)V|m'\rangle=\sum_n D_{mn}(g)W_{nm'}.$$

Therefore $WD(g)=D(g)W$ for every $g$.

**Irreducibility.** Suppose that $U$ is a nonzero subspace of the quartet which every $D(g)$ maps into itself. The fourfold rotation-inversion about $z$ has, up to a common sign, the eigenvalues

$$d_m=e^{-i\pi m/2}:\quad e^{-3i\pi/4},\ e^{-i\pi/4},\ e^{i\pi/4},\ e^{3i\pi/4}.$$

They are all different, so the projector on a single state is a polynomial in this one matrix $D$:

$$|m\rangle\langle m|=\prod_{m'\ne m}\frac{D-d_{m'}}{d_m-d_{m'}} .$$

Each factor in the product maps $U$ into itself. Hence, if some vector of $U$ has a component along $|m\rangle$, then $|m\rangle$ itself lies in $U$.

The fourfold operation about $x$ also belongs to $T_d$. By the same argument the projectors on the eigenstates of $\mathcal J_x$ are polynomials in its matrix. So is $\mathcal J_x$, which is the sum of these projectors weighted by its eigenvalues. Thus $\mathcal J_x$ maps $U$ into itself. But

$$\langle m+1|\mathcal J_x|m\rangle=\tfrac12\sqrt{\tfrac{15}{4}-m(m+1)}=\tfrac{\sqrt3}{2},\ 1,\ \tfrac{\sqrt3}{2}$$

for $m=-\tfrac32,-\tfrac12,\tfrac12$. None of these vanishes. If $|m\rangle$ is in $U$, then $\mathcal J_x|m\rangle$ has components along its neighbours on the ladder, and those neighbours are in $U$ too. Repeating the step reaches all four states. The only nonzero invariant subspace is the whole quartet, which is what irreducible means.

**The lemma.** The characteristic polynomial of $W$ has at least one complex root $c$, so the space $K$ of vectors with $Wv=cv$ is not empty of nonzero vectors. For $v$ in $K$,

$$W\,D(g)v=D(g)\,Wv=c\,D(g)v ,$$

so $D(g)v$ is also in $K$. Thus $K$ is a nonzero invariant subspace and must be the whole quartet. Hence $W=c\,\mathbb 1$. Its trace is $4c$, which gives the stated average, and $c$ is real because $V$ is Hermitian.

## Second derivation: averaging over the group

The second route counts how many independent constants an invariant matrix can contain. It needs neither an invariant subspace nor an eigenvector.

For any $4\times4$ matrix $X$ and a finite group of $|G|$ elements, define

$$\mathcal A(X)=\frac1{|G|}\sum_g D(g)XD(g)^{-1}.$$

Conjugating $\mathcal A(X)$ by some $D(h)$ merely reorders the sum, so $\mathcal A(X)$ commutes with every $D(h)$. If $X$ already commutes with them all, each term equals $X$ and $\mathcal A(X)=X$. Hence $\mathcal A$ applied twice equals $\mathcal A$: it is a projector, acting on the 16-dimensional space of matrices, whose range is the set of invariant matrices. The trace of a projector is the dimension of its range.

To find this trace, use the matrices $E_{ab}$ that have a single unit entry in row $a$, column $b$. The coefficient of $E_{ab}$ in $DE_{ab}D^{-1}$ is $D_{aa}(D^{-1})_{bb}$. Summing over $a$ and $b$ gives $\operatorname{tr}D\,\operatorname{tr}D^{-1}=|\chi(g)|^2$, where $\chi=\operatorname{tr}D$ and unitarity has been used. The number of free constants is therefore

$$N=\frac1{|G|}\sum_g|\chi(g)|^2 .$$

For the quartet,

$$\chi(\theta)=\sum_m e^{-im\theta}=2\cos\frac{3\theta}{2}+2\cos\frac{\theta}{2}.$$

This gives $\chi=4$ at $\theta=0$ and $-4$ at $2\pi$. For a threefold rotation, $\theta=2\pi/3$, it gives $-2+1=-1$, and the partner with an added $2\pi$ has $+1$. At $\theta=\pi$ both cosines vanish; at $\theta=\pi/2$ they cancel. The last two values cover the twofold rotations, the mirrors (inversion times a rotation by $\pi$) and the fourfold rotation-inversions. There are eight threefold rotations and eight partners, so

$$N=\frac{16+16+8+8}{48}=1 .$$

The identity matrix is invariant, and there is room for one constant. Every invariant $W$ is therefore a multiple of the identity, and the trace again fixes $c$.

## The donor under the same count

Germanium has four conduction valleys, along the body diagonals. Take one donor state per valley, each unchanged by the operations that keep its valley in place; $T_d$ then permutes the four states. Spin merely doubles them if spin-orbit coupling is ignored, so the 24 ordinary operations suffice. The character is the number of valleys left in place: 4 for the identity, 1 for each of eight threefold rotations, 2 for each of six mirrors, and 0 otherwise. Hence

$$N=\frac{16+8\cdot1+6\cdot4}{24}=2 .$$

The two constants are a diagonal element $a$ and a common intervalley element $\delta$. The equal-weight combination has energy shift $a+3\delta$. Any combination whose coefficients sum to zero has shift $a-\delta$, because its other three coefficients sum to minus the one considered. The levels are a singlet $A_1$ and a triplet $T_2$, separated by $4|\delta|$.

For six valleys along the cube axes, as in silicon, the character is 6 for the identity, 2 for each of three twofold rotations, 2 for each of six mirrors, and 0 otherwise. This gives $N=(36+12+24)/24=3$. The constants are $a$ on the diagonal, $p$ between opposite valleys and $q$ between perpendicular ones. Equal weights give the singlet $a+p+4q$. Equal weights within each opposite pair, but summing to zero over the three pairs, give the doublet $a+p-2q$. Opposite signs within a pair give the triplet $a-p$.

An acceptor quartet has no counterpart of $\delta$, $p$ or $q$: $T_d$ leaves no room for such a constant. This concerns the members of one quartet. It does not say that the whole acceptor spectrum shifts by one amount.

## What each derivation assumes

Both derivations need an invariant $V$ and an isolated $\Gamma_8$ level. Neither needs $V$ to be weak, local or spin-independent for the statement $W=c\,\mathbb 1$; weakness enters when $c$ is used as the energy shift. Neither uses time reversal.

The Schur argument rests on irreducibility and on the existence of one complex eigenvalue. It needs no sum over the group, and its irreducibility step used just two fourfold operations. The averaging argument as written uses a finite group (a compact one serves as well, with an integral in place of the sum) and the character $\chi(g)$ on every element. In return, it treats reducible sets such as donor valleys and tells how many constants a lower symmetry would admit.

Two reductions show what is at stake. If the site is stretched along one cube axis, the group is $D_{2d}$, with 16 double-group elements. The threefold rotations are gone, the remaining nontrivial characters vanish, and $N=(16+16)/16=2$. The quartet may split into two doublets. If instead the mirrors and fourfold operations are removed but the threefold rotations are kept, the group is $T$, with 24 elements, and $N=48/24=2$ again. Besides the identity, the sum of $\mathcal J_x\mathcal J_y\mathcal J_z$ over all orderings is now allowed. Twofold rotations reverse two of its factors and threefold rotations permute them, so it is invariant under $T$. A fourfold operation sends $\mathcal J_x\to\mathcal J_y$ and $\mathcal J_y\to-\mathcal J_x$ and reverses its sign, which is why $T_d$ forbids it. Time reversal flips all three factors and forbids it too. Thus a time-reversal-invariant potential of symmetry $T$ would also shift the quartet rigidly, but for a further reason.

## Beyond first order

The value $c$ is a first-order result, while the fourfold degeneracy is not limited to that order. Let $H(\lambda)=H_0+\lambda V$, and follow the four levels that start from the quartet while they stay separated from all others. Their joint projector varies continuously with $\lambda$ and commutes with $T(g)$. The characters of the four-dimensional space therefore vary continuously; but they can take just the discrete values open to a four-dimensional representation of a finite group, so they are constant. The space remains $\Gamma_8$, and either derivation applied to $H(\lambda)$ within it gives one common energy.

The common energy does acquire corrections. The second-order term for a ground level is

$$E^{(2)}=-\sum_{n}\frac{|\langle n|V|m\rangle|^2}{E_n-E_0}\le0,$$

with $n$ running over the states outside the quartet.

## The size of the shift

Write the states as $\psi_m(\mathbf r)=\sum_jF^{(m)}_j(\mathbf r)u_j(\mathbf r)$, where $u_j$ are the four band-edge Bloch functions with $J=\tfrac32$ and $F_j$ are slowly varying envelopes. For a local, spin-independent $V$,

$$c=\int V\rho\,d^3r,\qquad \rho=\tfrac14\sum_m|\psi_m|^2 .$$

Near the impurity replace each envelope by its value at the origin. The matrix $\sum_mF_j^{(m)}(0)F_{j'}^{(m)*}(0)$ is invariant in the band index, which also carries $\Gamma_8$, so it equals $n_0\delta_{jj'}$. Here $n_0=\tfrac14\sum_{m,j}|F_j^{(m)}(0)|^2$ is the averaged envelope density at the origin.

It remains to sum $|u_j|^2$. The $u_j$ are built from three real orbital functions $u_X,u_Y,u_Z$ and spin. With $\mathbf L\cdot\mathbf S=\tfrac12$ for $J=\tfrac32$ and $-1$ for $J=\tfrac12$, the projector on $J=\tfrac32$ is $\tfrac23(1+\mathbf L\cdot\mathbf S)$. The spin trace removes $\mathbf L\cdot\mathbf S$ and gives 2 for the identity, so $\sum_j|u_j|^2=\tfrac43\sum_iu_i^2$. Hence

$$c\approx n_0\int V(\mathbf r)\,\tfrac13\sum_{i=X,Y,Z}u_i^2\,d^3r .$$

An odd-parity excited state has $F_j(0)=0$, so this contact term vanishes for it.

## Numbers for a germanium-like acceptor

The example uses rough germanium parameters: Luttinger parameters 13.4, 4.2 and 5.7, dielectric constant 16 and lattice constant 0.566 nm. Without central-cell wells, the four-band calculation puts the ground quartet at $-9.07$ meV and the lowest odd-parity quartet at $-3.99$ meV, with $n_0=0.00297\ \mathrm{nm}^{-3}$. These values use Gaussian envelopes of angular momentum up to 3 and widths from 0.5 to 20.5 nm, and they are not converged to the digits shown. Narrower envelopes raise $n_0$ to 0.0032 and angular momentum 4 raises it to $0.0034\ \mathrm{nm}^{-3}$; angular momentum 5 lowers the odd quartet to $-4.11$ meV.

Each impurity has wells $U\exp(-r^2/w^2)$ with $w=0.15$ nm on the central site and its four neighbours, 0.245 nm away. Impurity A has depths of 1.0 eV at the centre and 0.2 eV at each neighbour; B has 2.0 and 0.5 eV. One well of unit depth has volume $\pi^{3/2}w^3=0.0188\ \mathrm{nm}^3$. If the Bloch density is replaced by its cell average of 1, B gives

$$c_B\approx0.00297\times0.0188\times(-2000-4\times500)\ \mathrm{meV}=-0.22\ \mathrm{meV}.$$

With a model Bloch density built from simple standing waves the contact estimate is $-0.223$ meV, and with the full envelopes $c_B=-0.213$ meV. For A the last two values are $-0.100$ and $-0.096$ meV. The closeness to the cell average belongs to this model density. Valence-edge functions from an empirical pseudopotential for germanium put more weight near the atoms and bonds and raise the contact estimate by 20%, to $-0.27$ meV for B and $-0.12$ meV for A.

Diagonalizing the Hamiltonian with the wells included gives shifts of $-0.103$ meV for A and $-0.247$ meV for B. The parts beyond first order are 7% and 16% of the respective $c$. When the strength of B is doubled from 2% to 4% of its full value, the departure from the linear law grows by a factor 4.01, as a second-order term requires. The quartet stays degenerate within $10^{-11}$ meV. The full shift depends on the set of envelopes: removing the narrowest one, of width 0.5 nm, changes it for B from $-0.247$ to $-0.229$ meV. Adding narrower ones, down to 0.06 nm, gives $-0.257$ meV with $c_B=-0.216$ meV, 19% beyond first order. Adding angular momentum 4 as well gives $-0.280$ meV with $c_B=-0.234$ meV. Such envelopes are much narrower than the unit cell and are no longer slowly varying. More than half of the second-order term for B comes from states over 0.74 eV above the ground level, beyond the split-off energy and the band gap, where four parabolic bands do not describe germanium. The parts beyond first order are therefore properties of the model.

The chemical shift of B relative to A is $-0.117$ meV in first order and $-0.144$ meV in the full calculation; with narrower envelopes and angular momentum 4 these become $-0.129$ and $-0.166$ meV. The odd-parity quartet moves by less than $10^{-4}$ meV in first order, so an optical line between the two quartets records almost purely the ground-state shift.

For the donor, the same wells are taken as attractive to the electron. The valley states have an anisotropic variational envelope and standing-wave Bloch functions $\sqrt2\cos(\mathbf k\cdot\mathbf r)$ centred on the impurity. These are not true states of the diamond lattice, since their density differs on the two equivalent host atoms. The singlet-triplet pattern follows from symmetry, but the size and sign of $\delta$ do not: conduction-band functions from an empirical pseudopotential give a splitting near 0.15 meV in place of 0.36 meV, and a standing wave even about the bond centre reverses the order. For B the shifts are $-0.499$ meV for $A_1$ and $-0.143$ meV for $T_2$. Thus

$$\delta=\frac{-0.499+0.143}{4}=-0.089\ \mathrm{meV},\qquad a=\frac{-0.499-3\times0.143}{4}=-0.232\ \mathrm{meV}.$$

The splitting due to the wells comes from $\delta$. The screened Coulomb attraction has intervalley elements too, left out here; with the same standing waves they would add about 0.18 meV to the separation. That the mean donor shift $a$ is close to $c_B$ is an accident of this example, in which the donor and acceptor envelopes have similar densities at the origin; symmetry does not relate the two numbers.

Lowering the symmetry does split the acceptor quartet, though symmetry does not set the amount. Moving the neighbour wells of B to 0.8 of their height along $z$ splits it by $1.3\times10^{-4}$ meV, far above the numerical noise of about $10^{-13}$ meV. Adding a 0.5 eV well at one bond centre splits it by 0.0039 meV, about 2% of $|c_B|$. Both amounts depend on the envelopes: larger sets give about $2\times10^{-4}$ meV for the first and 0.0042 to 0.0046 meV for the second.

## Real acceptors

The group-III acceptors from boron to indium in germanium have binding energies of roughly 10 to 12 meV, so the differences between these species range from tenths of a meV to a meV or so. The model wells lie at the weak end. They are not fits to named dopants, and for stronger central cells the first-order value becomes unreliable before the symmetry argument does. With the depths of B tripled, first order gives about $-0.65$ meV and the full model about $-1.2$ meV, while the quartet stays degenerate.

The four-band model leaves out the split-off band, taken 290 meV away; including it lowers the ground level by 0.20 meV. Envelopes with angular momentum 4 lower it by 0.22 meV, and angular momentum 6 by a further 0.09 meV. With angular momentum 4 and envelopes down to 0.1 nm, the lowering due to the split-off band grows to 0.37 meV. Together these corrections exceed $|c_B|$, so an absolute binding energy from this model cannot isolate a shift of this size. The lowering of $E_0$ itself is present without any well and cancels from the difference between species, but the effect on the density in the central cell does not. With angular momentum 4, the split-off band and envelopes down to 0.1 nm, $n_0$ rises to about $0.005\ \mathrm{nm}^{-3}$, $c_B$ becomes about $-0.33$ meV, and the first-order shift of B relative to A changes from $-0.117$ to about $-0.18$ meV. The sizes quoted above are therefore uncertain by about half their value even within the model.

Strain in a real sample breaks the assumption of tetrahedral symmetry. For equal strains along $x$ and $y$ and a difference $\epsilon$ between the strains along $z$ and $x$, the band-edge term $b\epsilon(J_z^2-\tfrac54)$ separates $|J_z|=\tfrac32$ from $\tfrac12$ by $2|b\epsilon|$. With $|b|=2.3$ eV, a rough value, and $\epsilon=10^{-5}$, this is 0.046 meV. In the acceptor quartet, whose states mix different $J_z$, the splitting is 0.024 meV (0.023 meV with angular momentum 4 included). It is linear in strain at first order, so $10^{-4}$ would give 0.24 meV, comparable with $|c_B|$. The thermal energy at 10 K is 0.86 meV; at that temperature the smaller splitting hardly changes the relative populations of the four states.

In silicon the split-off energy is comparable with shallow acceptor binding energies. The four-band estimate of $c$ is then poor (with usual silicon parameters the split-off band raises $n_0$ by a factor of nearly 3), although an isolated $\Gamma_8$ ground level on a $T_d$ site remains protected. Cubic silicon carbide also offers such sites, but its split-off energy is only about 10 meV, so a doublet lies close above the quartet. The protection lasts only while the impurity and its surroundings keep that symmetry; a random mix of isotopes on neighbouring sites or an off-centre relaxation lowers it. Hexagonal polytypes of silicon carbide have no $T_d$ sites, and there the quartet may split even without strain. The numerical output for the basic envelope set follows.

## Calculated quantities

```
Luttinger g1, g2, g3 (rough Ge): 13.4, 4.2, 5.7
dielectric constant: 16.0; lattice constant: 0.566 nm
split-off energy: 290 meV; well width: 0.15 nm
neighbour distance: 0.2451 nm
envelope widths: 0.50 to 20.52 nm, 8 values
double group order: 48; sum of |character|^2: 48.000000
free constants, quartet in Td, D2d, T: 1, 2, 2
free constants, 4 L valleys, 6 X-type valleys: 2, 3
acceptor ground energy without well: -9.0705 meV
lowest odd-parity quartet energy: -3.9946 meV
envelope density at origin: 0.002974 nm^-3
donor masses m_t, m_l: 0.08, 1.6 electron masses
donor radii a_t, a_l: 6.557, 2.301 nm
donor energy without well: -8.8847 meV
[A] well at centre, neighbours: -1.00, -0.20 eV
[A] first-order shift c: -0.09618 meV
[A] largest deviation of W from c*1: 3.3e-14 meV
[A] contact estimate of c: -0.10021 meV
[A] shift by full diagonalization: -0.10259 meV
[A] higher-order part: -0.00641 meV
[A] spread of quartet, full: 7.1e-12 meV
[A] full shift without narrowest envelope: -0.09716 meV
[A] first-order shift, odd quartet: -0.000037 meV
[A] donor shifts A1, T2: -0.23833, -0.06125 meV
[A] donor valley splitting: 0.17709 meV
[B] well at centre, neighbours: -2.00, -0.50 eV
[B] first-order shift c: -0.21329 meV
[B] largest deviation of W from c*1: 7.4e-14 meV
[B] contact estimate of c: -0.22268 meV
[B] shift by full diagonalization: -0.24704 meV
[B] higher-order part: -0.03375 meV
[B] spread of quartet, full: 5.7e-12 meV
[B] full shift without narrowest envelope: -0.22923 meV
[B] first-order shift, odd quartet: -0.000087 meV
[B] donor shifts A1, T2: -0.49928, -0.14290 meV
[B] donor valley splitting: 0.35638 meV
first-order chemical shift B minus A: -0.11710 meV
full chemical shift B minus A: -0.14445 meV
slope dE/d(strength) at zero, well B: -0.21329 meV
residual ratio on doubling the strength: 4.011
splitting, B with neighbour z scaled by 0.8: 1.32e-04 meV
numerical noise in that case: 1.3e-13 meV
extra well at one bond centre: -0.50 eV
splitting, B with the bond-centre well: 0.00394 meV
deformation potential: 2.3 eV; strain: 1e-05
strain splitting, band edge: 0.0460 meV
strain splitting, acceptor quartet: 0.0242 meV
energy change from split-off band: -0.1994 meV
energy change from l = 4 envelopes: -0.2222 meV
thermal energy at 10 K: 0.8617 meV
```
